# From LS mixing to 2p3/2² decoupling in beryllium-like ions: test program

```python
"""Even J=0 states of Be-like ions: 2s^2, 2p1/2^2, 2p3/2^2 above a 1s^2 core.

Result under test: the ground state has amplitudes c2 (2p1/2^2) and c3 (2p3/2^2)
with c3/c2 -> sqrt(2) when Z*alpha -> 0, and c3/c2 -> small at high Z, with
c3/c2 = sqrt(2)/(1 + (t/16)/(e_P - e)) for Z*alpha -> 0 at fixed t = alpha^2 Z^3.
Z: nuclear charge; x = Z*alpha; radii are in units of 1/Z bohr;
orbital energies eps are in Z^2 hartree, Slater integrals R^k in Z hartree.
e: ground eigenvalue, e_P: unmixed 3P0 energy, both in Z hartree.
Model: hydrogenic Dirac orbitals, first-order Coulomb repulsion, no Breit or QED.
"""
import numpy as np
from math import factorial
from scipy.constants import alpha, physical_constants
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function, lpmv

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ROOT2 = np.sqrt(2.0)
CORE, S, P1, P3 = range(4)
SHELLS = [(1, -1), (2, -1), (2, 1), (2, -2)]      # (n, kappa)


def orbital_energy(x, shell):
    n, kappa = SHELLS[shell]
    g = np.sqrt(kappa**2 - x**2)
    return np.expm1(-0.5 * np.log1p((x / (n - abs(kappa) + g))**2)) / x**2


def radial(x, shell, r):
    """Normalized large and small radial functions P, Q."""
    kappa = SHELLS[shell][1]
    g = np.sqrt(kappa**2 - x**2)
    eps = orbital_energy(x, shell)
    lam = np.sqrt(-eps * (2 + eps * x**2))
    if kappa < 0:
        a0, b0 = 1.0, -x / (g - kappa)
    else:
        a0, b0 = x / (g + kappa), 1.0
    a1, b1 = np.linalg.solve(
        [[g + 1 + kappa, -x], [x, g + 1 - kappa]],
        [lam * a0 + (x * eps + 2 / x) * b0, lam * b0 - x * eps * a0])
    powers = [a0**2 + b0**2, 2 * (a0 * a1 + b0 * b1), a1**2 + b1**2]
    norm = sum(c * gamma_function(2 * g + 1 + k) / (2 * lam)**(2 * g + 1 + k)
               for k, c in enumerate(powers))
    common = r**g * np.exp(-lam * r) / np.sqrt(norm)
    return np.array([common * (a0 + a1 * r), common * (b0 + b1 * r)])


def cubic_grid(n, length):
    """Gauss-Legendre nodes on (0, length), crowded towards zero."""
    u, w = np.polynomial.legendre.leggauss(n)
    u, w = (u + 1) / 2, w / 2
    return length * u**3, 3 * length * u**2 * w


def slater(x, n=80):
    """R[k][a,c,b,d]: integral of densities (a c) and (b d) with r<^k/r>^(k+1)."""
    r, wr = cubic_grid(n, 60.0)
    s, ws = cubic_grid(n, 1.0)
    outer = np.array([radial(x, a, r) for a in range(4)])
    inner = np.array([radial(x, a, r[:, None] * s) for a in range(4)])
    rho = np.einsum('acr,bcr->abr', outer, outer)
    rho_in = np.einsum('acrt,bcrt->abrt', inner, inner)
    result = []
    for k in range(3):
        y = rho_in @ (ws * s**k)
        half = np.einsum('abr,cdr->abcd', rho * wr, y)
        result.append(half + half.transpose(2, 3, 0, 1))
    return result


def pair_matrix(Z, x=None):
    """3x3 matrix in Z hartree, bare 2s energies removed, and splitting parts."""
    x = Z * alpha if x is None else x
    R = slater(x)
    U = {S: 2 * R[0][CORE, CORE, S, S] - R[0][CORE, S, CORE, S]}
    for p in (P1, P3):
        U[p] = 2 * R[0][CORE, CORE, p, p] - R[1][CORE, p, CORE, p] / 3
    H = np.zeros((3, 3))
    for i, a in enumerate((S, P1, P3)):
        bare = 2 * Z * (orbital_energy(x, a) - orbital_energy(x, S))
        H[i, i] = bare + 2 * U[a] + R[0][a, a, a, a]
    H[2, 2] += R[2][P3, P3, P3, P3] / 5
    H[0, 1] = H[1, 0] = -R[1][S, P1, S, P1] / 3
    H[0, 2] = H[2, 0] = -ROOT2 * R[1][S, P3, S, P3] / 3
    H[1, 2] = H[2, 1] = ROOT2 * R[2][P1, P3, P1, P3] / 5
    bare = 2 * Z * (orbital_energy(x, P3) - orbital_energy(x, P1))
    screening = (2 * (U[P3] - U[P1]) + R[0][P3, P3, P3, P3]
                 - R[0][P1, P1, P1, P1])
    return H, bare, screening


def states(H):
    e, c = np.linalg.eigh(H)
    return e, c * np.where(c[0] < 0, -1, 1)


def ground_ratio(H):
    c = states(H)[1][:, 0]
    return c[2] / c[1]


# Scaling model: nonrelativistic integrals plus bare pair fine structure t/16.
g_sp, f_pp = 15 / 512, 9 / 512
A_s = 580 / 729 + 77 / 512
A_p = 6148 / 6561 + 93 / 512


def model_matrix(t):
    return np.array([[A_s, -g_sp, -ROOT2 * g_sp],
                     [-g_sp, A_p, ROOT2 * f_pp],
                     [-ROOT2 * g_sp, ROOT2 * f_pp, A_p + f_pp + t / 16]])


def model_formula(t):
    e = np.linalg.eigvalsh(model_matrix(t))[0]
    return ROOT2 / (1 + t / 16 / (A_p - f_pp - e))


# Orbitals: radial Dirac equations, norm, and Hellmann-Feynman theorem.
r_test, step = np.array([0.3, 1.0, 3.0, 7.0]), 1e-4
r_grid, w_grid = cubic_grid(100, 60.0)
for Z in (25, 77):
    x = Z * alpha
    for a in range(4):
        kappa, eps = SHELLS[a][1], orbital_energy(x, a)
        P, Q = radial(x, a, r_test)
        dP, dQ = (radial(x, a, r_test + step)
                  - radial(x, a, r_test - step)) / (2 * step)
        v = eps + 1 / r_test
        assert np.allclose(dP + kappa * P / r_test, (x * v + 2 / x) * Q, atol=1e-6)
        assert np.allclose(dQ - kappa * Q / r_test, -x * v * P, atol=1e-6)
        density = (radial(x, a, r_grid)**2).sum(axis=0)
        assert abs(density @ w_grid - 1) < 1e-8
        h = 1e-3
        slope = ((Z + h)**2 * orbital_energy((Z + h) * alpha, a)
                 - (Z - h)**2 * orbital_energy((Z - h) * alpha, a)) / (2 * h)
        assert abs(slope / Z + (density / r_grid) @ w_grid) < 1e-6

# Slater integrals: rational limits and grid convergence.
R = slater(1e-3)
limits = [(R[0][CORE, CORE, S, S], 17 / 81), (R[0][CORE, S, CORE, S], 16 / 729),
          (R[0][CORE, CORE, P1, P1], 59 / 243),
          (R[1][CORE, P1, CORE, P1], 112 / 2187),
          (R[0][S, S, S, S], 77 / 512), (R[1][S, P3, S, P3], 45 / 512),
          (R[0][P1, P1, P3, P3], 93 / 512), (R[2][P1, P3, P1, P3], 45 / 512)]
for value, fraction in limits:
    assert abs(value - fraction) < 5e-6
assert np.allclose(slater(77 * alpha), slater(77 * alpha, 120), atol=1e-8)

# Explicit spinors on an angular grid.
ct, wt = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(12) / 12
cos_t, phi_t = [q.ravel() for q in np.meshgrid(ct, phi, indexing='ij')]
w_ang = np.repeat(wt, 12) * 2 * np.pi / 12


def harmonic(l, m):
    if abs(m) > l:
        return np.zeros_like(phi_t, dtype=complex)
    k = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi_t)
    return y if m >= 0 else (-1)**k * y.conj()


def spinor(kappa, m):
    l = kappa if kappa > 0 else -kappa - 1
    up = np.sqrt((l + 0.5 + m) / (2 * l + 1))
    down = np.sqrt((l + 0.5 - m) / (2 * l + 1))
    if kappa > 0:
        up, down = -down, up
    return [up * harmonic(l, round(m - 0.5)), down * harmonic(l, round(m + 0.5))]


labels = [(a, m) for a in range(4)
          for m in np.arange(-abs(SHELLS[a][1]) + 0.5, abs(SHELLS[a][1]))]
kind = np.array([a for a, m in labels])
large = np.array([spinor(SHELLS[a][1], m) for a, m in labels])
small = np.array([spinor(-SHELLS[a][1], m) for a, m in labels])


def angular(functions, k, q):
    weight = w_ang * np.sqrt(4 * np.pi / (2 * k + 1)) * harmonic(k, q)
    return np.einsum('asp,bsp,p->ab', functions.conj(), functions, weight)


C = {(k, q): angular(large, k, q) for k in range(3) for q in range(-k, k + 1)}
for (k, q), matrix in C.items():
    assert np.allclose(matrix, angular(small, k, q), atol=1e-12)

pairs = np.zeros((3, 8, 8))                 # valence spinors are labels 2 to 9
for i, (a, m) in enumerate(labels[2:]):
    for j, (b, mb) in enumerate(labels[2:]):
        if a == b and m == -mb:
            jj = abs(SHELLS[a][1]) - 0.5
            pairs[a - 1, i, j] = (-1)**round(jj - m) / np.sqrt(2 * jj + 1)
assert np.allclose(pairs, -pairs.transpose(0, 2, 1))

# Full pair operator with explicit core sums against the reduced 3x3 matrix.
for Z in (25, 77):
    R = slater(Z * alpha)
    G = np.zeros((10,) * 4, dtype=complex)
    index = np.ix_(kind, kind, kind, kind)
    for (k, q), matrix in C.items():
        term = np.einsum('ik,jl->ikjl', matrix, C[k, -q]) * R[k][index]
        G += (-1)**q * term.transpose(0, 2, 1, 3)
    h = sum(G[:, c, :, c] - G[:, c, c, :] for c in (0, 1))[2:, 2:]
    h = h + np.diag([Z * (orbital_energy(Z * alpha, a) - orbital_energy(Z * alpha, S))
                     for a in kind[2:]])
    acted = np.array([h @ v + v @ h.T
                      + np.einsum('ijkl,kl->ij', G[2:, 2:, 2:, 2:], v) for v in pairs])
    explicit = np.einsum('aij,bij->ab', pairs, acted)
    assert np.allclose(explicit, pair_matrix(Z)[0], atol=1e-9)
    assert np.allclose(acted, np.einsum('ab,aij->bij', explicit, pairs), atol=1e-9)

# Total spin of the two combinations of 2p^2, from spin matrices.
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
p_spinors = large[4:]
spin = [np.einsum('asp,st,btp,p->ab', p_spinors.conj(), s / 2, p_spinors, w_ang)
        for s in sigma]


def total_spin_squared(c2, c3):
    v = (c2 * pairs[1] + c3 * pairs[2])[2:, 2:]
    return sum(np.sum(abs(s @ v + v @ s.T)**2) for s in spin)


singlet_spin = total_spin_squared(1 / np.sqrt(3), np.sqrt(2 / 3))
triplet_spin = total_spin_squared(np.sqrt(2 / 3), -1 / np.sqrt(3))
assert abs(singlet_spin) < 1e-12 and abs(triplet_spin - 2) < 1e-12

# Low-Z limit, closed scaling formula, and its approach by the Dirac result.
low_ratio = ground_ratio(pair_matrix(1.0, 1e-3)[0])
assert abs(low_ratio - ROOT2) < 1e-4
for t in (0.1, 2.0, 30.0):
    assert abs(ground_ratio(model_matrix(t)) - model_formula(t)) < 1e-10
    errors = [abs(ground_ratio(pair_matrix(Z, np.sqrt(t / Z))[0]) - model_formula(t))
              for Z in (1e4, 1e5)]
    assert errors[0] < 0.02 and errors[1] < errors[0] / 5

# Large-t law: c3 = K/t, with K from the two-state problem.
e_two, c_two = np.linalg.eigh(model_matrix(0)[:2, :2])
c_two = c_two[:, 0] * np.sign(c_two[0, 0])
K = 16 * ROOT2 * (g_sp * c_two[0] - f_pp * c_two[1])
t_large = 1e5
assert abs(states(model_matrix(t_large))[1][2, 0] * t_large / K - 1) < 1e-3

e0, c0 = states(model_matrix(0.0))
print("Nonrelativistic limit, energies in Z hartree")
print(f" diagonal 2s^2 {A_s:.5f}, 2p^2 1S {A_p + 2*f_pp:.5f}, 3P0 {A_p - f_pp:.5f}")
print(f" coupling 2s^2 to 2p^2 1S: {-np.sqrt(3)*g_sp:.5f}")
print(f" ground eigenvalue {e0[0]:.5f}, gap to 3P0 {A_p - f_pp - e0[0]:.5f}")
print(f" ground amplitudes c1 c2 c3: {c0[0,0]:.4f} {c0[1,0]:.4f} {c0[2,0]:.4f}")
print(f" 2p^2 weight {1-c0[0,0]**2:.4f}; Dirac ratio at x=0.001: {low_ratio:.5f}")
print(f" S^2 of (1,sqrt2): {abs(singlet_spin):.3f}; of (sqrt2,-1): {triplet_spin:.3f}")
print("Scaling model at large t")
print(f" c1 {c_two[0]:.4f}, c2 {c_two[1]:.4f}, c3 = K/t with K = {K:.4f}")
t_half = brentq(lambda t: ground_ratio(model_matrix(t)) - ROOT2 / 2, 0.1, 20)
Z_half = brentq(lambda Z: ground_ratio(pair_matrix(Z)[0]) - ROOT2 / 2, 20, 77)
print(f" half ratio at t = {t_half:.4f}, Z = {(t_half/alpha**2)**(1/3):.1f}")
print(f" half ratio in full Dirac matrix: Z = {Z_half:.1f}")

for name, Z in (("Mn", 25), ("Ir", 77)):
    H, bare, screening = pair_matrix(Z)
    e, c = states(H)
    assert screening < 0
    t = alpha**2 * Z**3
    print(f"Be-like {name}, Z = {Z}, Z*alpha = {Z*alpha:.4f}, t = {t:.4f}")
    print(f" H22-H11, H33-H11 (hartree): {Z*(H[1,1]-H[0,0]):.4f} {Z*(H[2,2]-H[0,0]):.4f}")
    print(f" V12, V13, V23 (hartree): {Z*H[0,1]:.4f} {Z*H[0,2]:.4f} {Z*H[1,2]:.4f}")
    print(f" bare pair fine structure (hartree): {Z*bare:.4f}")
    print(f" screening change of it (hartree): {Z*screening:.4f}")
    print(f" ground shift from H11 (hartree): {Z*(e[0]-H[0,0]):.4f}")
    print(f" excitations (hartree): {Z*(e[1]-e[0]):.4f} {Z*(e[2]-e[0]):.4f}")
    print(f" excitations (eV): {Z*(e[1]-e[0])*HARTREE_EV:.1f} "
          f"{Z*(e[2]-e[0])*HARTREE_EV:.1f}")
    for i, state in enumerate(("ground", "middle", "highest")):
        print(f" {state} weights 2s^2 2p1/2^2 2p3/2^2: "
              + " ".join(f"{q:.5f}" for q in c[:, i]**2))
    print(f" c3/c2: full {c[2,0]/c[1,0]:.4f}, scaling model {model_formula(t):.4f}")
    if Z == 77:
        assert c[2, 2]**2 > 0.95 and c[2, 0] / c[1, 0] < 0.4

print("Scan: Z, c1, c2, c3, c3/c2, screening/bare fine structure")
ratios = {}
for Z in (4, 10, 15, 20, 25, 30, 40, 50, 60, 70, 77):
    H, bare, screening = pair_matrix(Z)
    c = states(H)[1][:, 0]
    ratios[Z] = c[2] / c[1]
    print(f" {Z:2d} {c[0]:.4f} {c[1]:.4f} {c[2]:.4f} {ratios[Z]:.4f} "
          f"{screening/bare:.3f}")
assert abs(ratios[4] - ROOT2) < 0.03 and abs(ratios[10] - ROOT2) < 0.03
falling = [value for Z, value in ratios.items() if Z >= 15]
assert all(b < a for a, b in zip(falling, falling[1:]))
print("checks complete")
```

Printed output:

```
Nonrelativistic limit, energies in Z hartree
 diagonal 2s^2 0.94600, 2p^2 1S 1.15385, 3P0 1.10111
 coupling 2s^2 to 2p^2 1S: -0.05074
 ground eigenvalue 0.93427, gap to 3P0 0.16684
 ground amplitudes c1 c2 c3: 0.9743 0.1300 0.1838
 2p^2 weight 0.0507; Dirac ratio at x=0.001: 1.41422
 S^2 of (1,sqrt2): 0.000; of (sqrt2,-1): 2.000
Scaling model at large t
 c1 0.9867, c2 0.1628, c3 = K/t with K = 0.5893
 half ratio at t = 2.6199, Z = 36.6
 half ratio in full Dirac matrix: Z = 40.1
Be-like Mn, Z = 25, Z*alpha = 0.1824, t = 0.8321
 H22-H11, H33-H11 (hartree): 4.4800 5.8686
 V12, V13, V23 (hartree): -0.7372 -1.0478 0.6213
 bare pair fine structure (hartree): 1.3277
 screening change of it (hartree): -0.3797
 ground shift from H11 (hartree): -0.2641
 excitations (hartree): 4.5261 6.6148
 excitations (eV): 123.2 180.0
 ground weights 2s^2 2p1/2^2 2p3/2^2: 0.95888 0.01743 0.02369
 middle weights 2s^2 2p1/2^2 2p3/2^2: 0.00379 0.84044 0.15577
 highest weights 2s^2 2p1/2^2 2p3/2^2: 0.03733 0.14213 0.82054
 c3/c2: full 1.1660, scaling model 1.0760
Be-like Ir, Z = 77, Z*alpha = 0.5619, t = 24.3110
 H22-H11, H33-H11 (hartree): 19.6115 152.7866
 V12, V13, V23 (hartree): -2.4170 -3.5786 1.8907
 bare pair fine structure (hartree): 146.3506
 screening change of it (hartree): -14.5630
 ground shift from H11 (hartree): -0.3658
 excitations (hartree): 20.2308 153.2646
 excitations (eV): 550.5 4170.5
 ground weights 2s^2 2p1/2^2 2p3/2^2: 0.98559 0.01394 0.00047
 middle weights 2s^2 2p1/2^2 2p3/2^2: 0.01385 0.98585 0.00030
 highest weights 2s^2 2p1/2^2 2p3/2^2: 0.00056 0.00021 0.99923
 c3/c2: full 0.1841, scaling model 0.1353
Scan: Z, c1, c2, c3, c3/c2, screening/bare fine structure
  4 0.9743 0.1299 0.1839 1.4158 -1.775
 10 0.9746 0.1297 0.1826 1.4075 -0.711
 15 0.9754 0.1299 0.1778 1.3692 -0.474
 20 0.9770 0.1307 0.1684 1.2885 -0.357
 25 0.9792 0.1320 0.1539 1.1660 -0.286
 30 0.9817 0.1336 0.1358 1.0159 -0.239
 40 0.9860 0.1360 0.0967 0.7108 -0.181
 50 0.9887 0.1353 0.0645 0.4768 -0.146
 60 0.9904 0.1312 0.0425 0.3242 -0.124
 70 0.9918 0.1243 0.0284 0.2289 -0.108
 77 0.9928 0.1181 0.0217 0.1841 -0.100
checks complete
```
